# Oxygen vacancies and the pressure dependence of electron density in oxides: verification in Python

```python
"""Result under test: n = (2 K)^(1/3) (P/P0)^(-1/6) for electrons released by
doubly ionized oxygen vacancies, with K = N_O N_c^2 exp(-g/kT).
n: electron density; P: oxygen pressure; P0: 1 bar; N_O: oxygen-site density;
N_c: effective band density; g: vacancy formation free energy at P0 with two
electrons at the conduction-band edge. Densities are in cm^-3, energies in eV.
The law is compared with finite-lattice state counting and with a neutrality
solver using Fermi-Dirac statistics and finite site occupation.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import gammaln, logsumexp

temperature = 900.0
formation_energy = 2.0
site_density = 5.0e22
electron_mass = 0.3
hole_mass = 2.0
band_gap = 3.0
disorder_width = 0.15
kT = const.k * temperature / const.e
thermal_joule = const.k * temperature

u_grid = np.linspace(0.0, 8.0, 1601)


def band_density(eta, mass_ratio):
    """Integrate the parabolic density of states times Fermi occupation."""
    mass = mass_ratio * const.m_e
    prefactor = (2 * mass * thermal_joule / const.hbar**2)**1.5
    prefactor /= 2 * np.pi**2
    integrand = 2 * u_grid**2 / (1 + np.exp(u_grid**2 - eta))
    return prefactor * np.trapezoid(integrand, u_grid) * 1e-6 if hasattr(
        np, "trapezoid") else prefactor * np.trapz(integrand, u_grid) * 1e-6


def equilibrium(pressure, acceptors=0.0, level_depth=None, width=0.0):
    """Return n, [V+], [V2+] and hole density from charge neutrality."""
    if width:
        z = np.linspace(-6.0, 6.0, 601)
        weights = np.exp(-z**2 / 2)
        weights /= weights.sum()
        energies = formation_energy + width * z
    else:
        weights = np.array([1.0])
        energies = np.array([formation_energy])

    def densities(eta):
        base = -energies / kT - 0.5 * np.log(pressure)
        double = np.exp(base - 2 * eta)
        single = np.zeros_like(double)
        if level_depth is not None:
            single = 2 * np.exp(base + level_depth / kT - eta)
        total = 1 + single + double
        v_single = site_density * np.sum(weights * single / total)
        v_double = site_density * np.sum(weights * double / total)
        electrons = band_density(eta, electron_mass)
        holes = band_density(-eta - band_gap / kT, hole_mass)
        return electrons, v_single, v_double, holes

    def charge(eta):
        electrons, v_single, v_double, holes = densities(eta)
        return electrons + acceptors - holes - v_single - 2 * v_double

    eta = brentq(charge, -25.0, 3.0, xtol=1e-13, rtol=1e-13)
    return densities(eta)


def pressure_slope(pressure, **options):
    step = 0.1
    upper = equilibrium(pressure * np.exp(step), **options)[0]
    lower = equilibrium(pressure * np.exp(-step), **options)[0]
    return np.log(upper / lower) / (2 * step)


N_c = 2 * (electron_mass * const.m_e * thermal_joule
           / (2 * np.pi * const.hbar**2))**1.5 * 1e-6
K = site_density * N_c**2 * np.exp(-formation_energy / kT)


def law(pressure, constant=K):
    return (2 * constant)**(1 / 3) * pressure**(-1 / 6)


# The band integral must reproduce N_c in the dilute limit.
assert abs(band_density(-15.0, electron_mass) / np.exp(-15.0) / N_c - 1) < 1e-6

print(f"temperature = {temperature:.0f} K; kT = {kT:.5f} eV")
print(f"formation free energy g = {formation_energy:.2f} eV")
print(f"oxygen-site density = {site_density:.3e} cm^-3")
print(f"electron mass = {electron_mass:.2f} m_e")
print(f"hole mass = {hole_mass:.2f} m_e; band gap = {band_gap:.2f} eV")
print(f"effective band density N_c = {N_c:.4e} cm^-3")
print(f"g/kT = {formation_energy / kT:.4f}")
print(f"mass-action constant K = {K:.4e} cm^-9")

# Count all placements of v vacancies and 2v electrons on finite sets.
lattice_sites = 10**8
band_states = 10**7
boltzmann_at_P0 = 4.0e-13
v = np.arange(0, 10001)


def log_choose(total, chosen):
    return (gammaln(total + 1) - gammaln(chosen + 1)
            - gammaln(total - chosen + 1))


print(f"finite count: {lattice_sites:.0e} sites, {band_states:.0e} states")
print(f"finite count: Boltzmann factor at 1 bar = {boltzmann_at_P0:.1e}")
for pressure in (1.0, 1e-3):
    factor = boltzmann_at_P0 * pressure**-0.5
    log_weight = (log_choose(lattice_sites, v)
                  + log_choose(band_states, 2 * v) + v * np.log(factor))
    probability = np.exp(log_weight - logsumexp(log_weight))
    counted = np.sum(2 * v * probability)
    predicted = (2 * lattice_sites * band_states**2 * factor)**(1 / 3)
    assert abs(counted / predicted - 1) < 1e-3
    print(f"P = {pressure:.0e} bar: counted electrons = {counted:.2f}, "
          f"law = {predicted:.2f}")

# Non-degenerate statistics are least accurate at the lowest pressure.
pressures = np.array([1.0, 1e-2, 1e-4, 1e-6])
solved = []
for pressure in pressures:
    n, _, vacancies, holes = equilibrium(pressure)
    solved.append(n)
    assert abs(n / law(pressure) - 1) < 0.01
    assert abs(vacancies * n**2 * pressure**0.5 / K - 1) < 0.03
    assert holes / n < 1e-6
    print(f"P = {pressure:.0e} bar: n law = {law(pressure):.4e}, "
          f"solver = {n:.4e} cm^-3")
    print(f"  vacant site fraction = {vacancies / site_density:.3e}; "
          f"holes/electrons = {holes / n:.2e}")
fitted_slope = np.polyfit(np.log(pressures), np.log(solved), 1)[0]
assert abs(fitted_slope + 1 / 6) < 0.002
print(f"fitted pressure exponent = {fitted_slope:.5f}; -1/6 = {-1 / 6:.5f}")
doubling = equilibrium(1 / 64)[0] / equilibrium(1.0)[0]
assert abs(doubling - 2) < 0.01
print(f"n ratio when P falls from 1 to 1/64 bar = {doubling:.4f}")

# Positive fixed density means acceptors; negative means donors.
print("fixed charge at 1 bar (positive: acceptors, negative: donors)")
for fixed in (0.0, 1e17, 1e18, -1e17, -1e18):
    n_fixed = brentq(lambda n: n**2 * (n + fixed) / (2 * K) - 1,
                     max(1e10, -fixed), 1e20)
    predicted_slope = -(n_fixed + fixed) / (2 * (3 * n_fixed + 2 * fixed))
    n = equilibrium(1.0, acceptors=fixed)[0]
    measured_slope = pressure_slope(1.0, acceptors=fixed)
    assert abs(n / n_fixed - 1) < 0.01
    assert abs(measured_slope - predicted_slope) < 0.002
    print(f"A = {fixed:+.0e} cm^-3: n = {n:.4e} cm^-3; exponent "
          f"solver = {measured_slope:.5f}, formula = {predicted_slope:.5f}")

# Find the level depth at which V+ reaches one tenth of V2+.
for pressure in (1.0, 1e-6):
    depth = kT * np.log(0.1 * N_c / (2 * law(pressure)))
    _, single, double, _ = equilibrium(pressure, level_depth=depth)
    assert abs(single / double - 0.1) < 0.01
    print(f"P = {pressure:.0e} bar: level depth for V+/V2+ near 0.1 "
          f"= {depth:.4f} eV; solver ratio = {single / double:.4f}")
deep_level = 0.9
n, single, double, _ = equilibrium(1.0, level_depth=deep_level)
single_slope = pressure_slope(1.0, level_depth=deep_level)
assert single / double > 100
assert abs(single_slope + 0.25) < 0.01
print(f"deep level = {deep_level:.2f} eV at 1 bar: V+/V2+ = "
      f"{single / double:.1f}; exponent = {single_slope:.5f}")

# Average site occupation explicitly over Gaussian formation energies.
K_factor = np.exp((disorder_width / kT)**2 / 2)
disordered = []
print(f"disorder width = {disorder_width:.2f} eV; K factor = {K_factor:.4f}")
print(f"disorder factor for n = {K_factor**(1 / 3):.4f}")
for pressure in pressures:
    n = equilibrium(pressure, width=disorder_width)[0]
    disordered.append(n)
    predicted = law(pressure, K * K_factor)
    assert abs(n / predicted - 1) < 0.02
    print(f"disorder, P = {pressure:.0e} bar: n law = {predicted:.4e}, "
          f"solver = {n:.4e} cm^-3")
disorder_slope = np.polyfit(np.log(pressures), np.log(disordered), 1)[0]
assert abs(disorder_slope + 1 / 6) < 0.003
print(f"disorder: fitted pressure exponent = {disorder_slope:.5f}")

print("tests ok")
```

Output:

```
temperature = 900 K; kT = 0.07756 eV
formation free energy g = 2.00 eV
oxygen-site density = 5.000e+22 cm^-3
electron mass = 0.30 m_e
hole mass = 2.00 m_e; band gap = 3.00 eV
effective band density N_c = 2.1426e+19 cm^-3
g/kT = 25.7878
mass-action constant K = 1.4499e+50 cm^-9
finite count: 1e+08 sites, 1e+07 states
finite count: Boltzmann factor at 1 bar = 4.0e-13
P = 1e+00 bar: counted electrons = 1999.39, law = 2000.00
P = 1e-03 bar: counted electrons = 6321.49, law = 6324.56
P = 1e+00 bar: n law = 6.6189e+16, solver = 6.6141e+16 cm^-3
  vacant site fraction = 6.614e-07; holes/electrons = 2.86e-11
P = 1e-02 bar: n law = 1.4260e+17, solver = 1.4238e+17 cm^-3
  vacant site fraction = 1.424e-06; holes/electrons = 6.17e-12
P = 1e-04 bar: n law = 3.0722e+17, solver = 3.0619e+17 cm^-3
  vacant site fraction = 3.062e-06; holes/electrons = 1.33e-12
P = 1e-06 bar: n law = 6.6189e+17, solver = 6.5713e+17 cm^-3
  vacant site fraction = 6.571e-06; holes/electrons = 2.87e-13
fitted pressure exponent = -0.16620; -1/6 = -0.16667
n ratio when P falls from 1 to 1/64 bar = 1.9985
fixed charge at 1 bar (positive: acceptors, negative: donors)
A = +0e+00 cm^-3: n = 6.6141e+16 cm^-3; exponent solver = -0.16655, formula = -0.16667
A = +1e+17 cm^-3: n = 4.4729e+16 cm^-3; exponent solver = -0.21640, formula = -0.21653
A = +1e+18 cm^-3: n = 1.6882e+16 cm^-3; exponent solver = -0.24787, formula = -0.24794
A = -1e+17 cm^-3: n = 1.2004e+17 cm^-3; exponent solver = -0.06255, formula = -0.06270
A = -1e+18 cm^-3: n = 1.0003e+18 cm^-3; exponent solver = -0.00014, formula = -0.00014
P = 1e+00 bar: level depth for V+/V2+ near 0.1 = 0.2159 eV; solver ratio = 0.1017
P = 1e-06 bar: level depth for V+/V2+ near 0.1 = 0.0373 eV; solver ratio = 0.1020
deep level = 0.90 eV at 1 bar: V+/V2+ = 12584.1; exponent = -0.24752
disorder width = 0.15 eV; K factor = 6.4905
disorder factor for n = 1.8653
disorder, P = 1e+00 bar: n law = 1.2347e+17, solver = 1.2330e+17 cm^-3
disorder, P = 1e-02 bar: n law = 2.6600e+17, solver = 2.6521e+17 cm^-3
disorder, P = 1e-04 bar: n law = 5.7308e+17, solver = 5.6945e+17 cm^-3
disorder, P = 1e-06 bar: n law = 1.2347e+18, solver = 1.2180e+18 cm^-3
disorder: fitted pressure exponent = -0.16580
tests ok
```
